Conductance Steps of a Saddle-Point Constriction in a Perpendicular Magnetic Field

## Part I. Separating the motion at the saddle

**What dimensions and symmetry fix**

An electron crosses a constriction whose potential has a saddle: it falls away along x, the direction of the current, and rises along y, across it. Let V0 be the saddle energy, m the effective mass, and −½mωx² and ½mωy² the coefficients of the squared distances along x and y. A perpendicular field B adds the cyclotron frequency ωc. In atomic units ħ = 1, so energies and frequencies have the same dimension. The charge of the electron is −1, and ωc = B/m.

If all lengths are multiplied by √m, the mass disappears from the Hamiltonian, as shown below. What remains is the energy E − V0 and the three frequencies. The number of transmitted channels is dimensionless, so it can depend on the ratios (E − V0)/ωx, ωy/ωx and ωc/ωx alone. The reflection y → −y leaves the potential and the two sides of the constriction unchanged but reverses B. The transmission is therefore even in B.

The Hamiltonian is quadratic, so the classical equations of motion are linear. In the rescaled coordinates they are

ẍ = ωx²x − ωcẏ,  ÿ = −ωy²y + ωcẋ.  (1)

A motion proportional to exp(λt) requires

(λ² − ωx²)x + ωcλ y = 0,
−ωcλ x + (λ² + ωy²)y = 0.

The determinant of this pair must vanish:

(λ² − ωx²)(λ² + ωy²) + ωc²λ² = 0,
λ⁴ + Ω²λ² − ωx²ωy² = 0,  Ω² = ωc² + ωy² − ωx².  (2)

The symbol Ω² is a name for this combination, which may be negative. The product of the two roots for λ² is −ωx²ωy², so one root is negative and the other positive. Call them −ω₊² and κ², with ω₊ and κ positive. Then

ω₊² = ½[√(Ω⁴ + 4ωx²ωy²) + Ω²],
κ² = ½[√(Ω⁴ + 4ωx²ωy²) − Ω²].  (3)

One motion oscillates at frequency ω₊; the other grows or decays at rate κ. Suppose that the quantum Hamiltonian splits in the same way, into an oscillator and an inverted oscillator. The oscillator then holds the energy (n + ½)ω₊, with n = 0, 1, 2, …, and the energy left for the crossing is

ε = E − V0 − (n + ½)ω₊.

The inverted oscillator contains no other frequency than κ. Its transmission must have the form

T_n = F(ε/κ).  (4)

Three things remain to be proved: that the quantum Hamiltonian splits, that crossing in the new coordinate is crossing of the real constriction, and what the function F is. Part I settles the first two.

**Assumptions and theorem**

The electrons do not interact and meet no disorder. The potential is quadratic over the region where transmission is decided, with ωx > 0 and ωy > 0. The constriction joins its leads without reflection, and every oscillator level with appreciable transmission is fed by them. Zeeman splitting is left out, so each level counts twice for spin. The temperature is zero until it is introduced explicitly, and the bias is small.

**Theorem.** Under these assumptions:

(a) The Hamiltonian is the sum of an oscillator of frequency ω₊ and an inverted oscillator of rate κ, both given by (3).

(b) The conductance, in units of 2e²/h, is the sum over n of

T_n = 1/(1 + exp[−2π(E − V0 − (n + ½)ω₊)/κ]).  (5)

(c) When |B| is raised, ω₊ rises and κ falls. The width of each step on the energy scale is proportional to κ and the spacing of the steps is ω₊, so the steps sharpen both absolutely and relative to their spacing.

The proof below uses Landau gauge and a hyperbolic rotation. The choice of gauge does not affect the result: a change of gauge multiplies wave functions by a position-dependent phase, which leaves the probability on either side unchanged.

**The Hamiltonian without the mass**

Mark the original coordinates and momenta with a prime. For a charge −1 the kinetic momentum is p′ + A. The vector potential A = (−By′, 0) gives the field ∂A_y/∂x′ − ∂A_x/∂y′ = B, as required. Hence

H = (p′x − By′)²/(2m) + p′y²/(2m) + V0 − ½mωx²x′² + ½mωy²y′².

Put x = √m x′, y = √m y′, px = p′x/√m and py = p′y/√m. The factors cancel in each commutator, so [x, px] = [y, py] = i still holds. In the first term, By′/√m = By/m = ωc y. Therefore

H − V0 = ½(px − ωc y)² + ½py² − ½ωx²x² + ½ωy²y².  (6)

Hamilton's equations confirm (1). They read ẋ = px − ωc y, ẏ = py, ṗx = ωx²x and ṗy = ωc(px − ωc y) − ωy²y. Differentiating the first gives ẍ = ωx²x − ωcẏ. Differentiating the second gives ÿ = ωcẋ − ωy²y.

**Lemma 1 (removal of the cross term).** There are canonical variables U, P_U, Y, P_Y in which

H − V0 = ½(P_Y² − P_U²) + ½(aU² + dY²),  (7)

with constants a and d.

*Proof.* Expanding the square in (6) gives the cross term −ωc px y, which couples a momentum to a coordinate. It becomes a coupling of two coordinates if px is treated as one. Define

u = px/ωx,  p_u = −ωx x.

Then [u, p_u] = −[px, x] = i, so this is a canonical pair, and it commutes with y and py. Since ½px² = ½ωx²u² and −½ωx²x² = −½p_u²,

H − V0 = ½(py² − p_u²) + ½(αu² − 2βuy + γy²),  (8)
α = ωx²,  β = ωcωx,  γ = ωy² + ωc².

The kinetic part is a difference of squares. An ordinary rotation would spoil it, but a hyperbolic one does not. With c = cosh θ and s = sinh θ, so that c² − s² = 1, define

U = cu − sy,  Y = cy − su,
P_U = cp_u + spy,  P_Y = cpy + sp_u.  (9)

The commutators are

[U, P_U] = i(c² − s²) = i,  [Y, P_Y] = i(c² − s²) = i,
[U, P_Y] = i(cs − sc) = 0,  [Y, P_U] = i(cs − sc) = 0.

The new variables are canonical. Solving (9) for the old ones gives

u = cU + sY,  y = sU + cY,
p_u = cP_U − sP_Y,  py = cP_Y − sP_U.  (10)

In the kinetic part the two cross terms −2csP_UP_Y cancel:

py² − p_u² = (c² − s²)(P_Y² − P_U²) = P_Y² − P_U².

In the potential part, the coefficient of UY inside the bracket of (8) is

2αcs − 2β(c² + s²) + 2γcs = (α + γ) sinh 2θ − 2β cosh 2θ,

because 2cs = sinh 2θ and c² + s² = cosh 2θ. It vanishes when

tanh 2θ = 2β/(α + γ) = 2ωcωx/(ωx² + ωy² + ωc²).  (11)

A real θ exists if the right side lies between −1 and 1. It does, since

ωx² + ωy² + ωc² − 2|ωc|ωx = (ωx − |ωc|)² + ωy² > 0.  ∎

**Lemma 2 (the coefficients).** In (7), a = κ² and d = ω₊².

*Proof.* Inserting (10) into (8) and collecting U² and Y² gives

a = αc² − 2βcs + γs²,
d = αs² − 2βcs + γc².

Their difference is

d − a = (γ − α)(c² − s²) = γ − α = Ω².

Their product follows from determinants. The matrix of the old quadratic form has diagonal entries α, γ and off-diagonal entries −β. The change of coordinates (10) multiplies its determinant by (c² − s²)² = 1. The new matrix is diagonal, so

ad = αγ − β² = ωx²(ωy² + ωc²) − ωc²ωx² = ωx²ωy².

Their sum is (α + γ) cosh 2θ − 2β sinh 2θ. With 2β = (α + γ) tanh 2θ from (11), this becomes

a + d = (α + γ)(cosh² 2θ − sinh² 2θ)/cosh 2θ = (α + γ)/cosh 2θ > 0.

A positive product and a positive sum make both numbers positive. Substituting d = a + Ω² into the product gives

a² + Ω²a − ωx²ωy² = 0.

The positive root is κ² in (3), and then d = κ² + Ω² = ω₊².  ∎

Two relations from this proof carry most of what follows:

ω₊κ = ωxωy,  ω₊² − κ² = ωc² + ωy² − ωx².  (12)

**Lemma 3 (the crossing coordinate).** With

X = −P_U/κ,  P_X = κU,

the Hamiltonian is

H − V0 = ½(P_Y² + ω₊²Y²) + ½(P_X² − κ²X²),  (13)

and an electron in level n that ends far out at positive X ends far out at positive x; the same holds for negative values and for the incoming motion.

*Proof.* The commutator is [X, P_X] = −[P_U, U] = i. Since −½P_U² = −½κ²X² and ½κ²U² = ½P_X², equation (7) becomes (13). This proves part (a) of the theorem. In the original variables, (9) gives

X = (cωx x − spy)/κ,  P_X = κ(cpx/ωx − sy),
Y = cy − spx/ωx,  P_Y = cpy − sωx x.

To locate the electron we need x. From (10), p_u = cP_U − sP_Y = −cκX − sP_Y, and x = −p_u/ωx. Hence

x = (cκX + sP_Y)/ωx.  (14)

The two parts of (13) commute, so n is conserved. In level n the distribution of P_Y does not change with time and has finite width. X grows as exp(κt) at late times and was large in the same way at early times. The first term of (14) then outweighs the second, and its coefficient cκ/ωx is positive.  ∎

**Remark 1 (zero field).** For ωc = 0, (11) gives θ = 0, so X = x and Y = y. Equation (3) gives √(Ω⁴ + 4ωx²ωy²) = ωx² + ωy², hence ω₊ = ωy and κ = ωx. The transverse oscillator and the barrier along x are then independent from the start.

**Remark 2 (the path through the constriction).** Take the classical motion with the oscillator at rest. On the way out it is proportional to exp(κt), and the second equation of (1) gives (κ² + ωy²)y = ωcκx, or

y/x = ωcκ/(κ² + ωy²).  (15)

On the way in it is proportional to exp(−κt), and the ratio has the opposite sign. For B > 0 an electron coming from x < 0 therefore arrives at y > 0. If it is transmitted it leaves at x > 0, again with y > 0. If it is reflected it leaves at x < 0 with y < 0. Transmission keeps the electron on one edge of the constriction; reflection takes it to the other edge. At zero field both paths lie on the line y = 0, and this distinction is absent.

**Remark 3 (strong field).** When ωc greatly exceeds ωx and ωy, (3) and (12) give ω₊ → |ωc| and κ → ωxωy/|ωc|. The slow rate can be read from (1). For slow motion the accelerations on the left are small beside the magnetic terms. Dropping them leaves

ẏ = ωx²x/ωc,  ẋ = ωy²y/ωc,

and therefore ẍ = (ωxωy/ωc)²x. Along this motion the potential energy is constant, since

d/dt(½ωy²y² − ½ωx²x²) = ωy²yẏ − ωx²xẋ = 0.

The centre of the cyclotron orbit drifts along an equipotential line, and it drifts more slowly in a stronger field. Equation (15) tends to ωx/ωy for B > 0, the slope of the equipotential that passes through the saddle point.

**Remark 4 (why ωy must be positive).** If ωy = 0, the product ω₊κ vanishes. For |ωc| < ωx the oscillation frequency ω₊ is zero, and for |ωc| > ωx the rate κ is zero. At |ωc| = ωx both vanish, the right side of (11) reaches 1 in magnitude, and θ ceases to exist. The splitting into an oscillator and an inverted oscillator therefore needs confinement across the constriction, however weak.

## Part II. Transmission, sharpening and a worked example

**Symbols and results carried over**

Atomic units are used and lengths are scaled so that the mass is 1. The saddle has energy V0 and frequencies ωx along the current and ωy across it; ωc is the cyclotron frequency. In canonical variables X, P_X, Y, P_Y the Hamiltonian is

H − V0 = ½(P_Y² + ω₊²Y²) + ½(P_X² − κ²X²),

with

ω₊κ = ωxωy,  ω₊² − κ² = ωc² + ωy² − ωx².  (16)

The oscillator level n is conserved, and the far sides in X are the far sides of the real constriction. The energy available for the crossing is ε = E − V0 − (n + ½)ω₊. Write a = ε/κ from here on.

**Lemma 4 (the inverted oscillator).** The Hamiltonian h = ½(P_X² − κ²X²) transmits a wave of energy ε with probability

T = 1/(1 + exp(−2πa)).  (17)

*Proof.* The classical motion has one growing and one decaying combination of X and P_X. Define

Q = (P_X + κX)/√(2κ),  R = (P_X − κX)/√(2κ).

Their commutator is

[Q, R] = (1/2κ)(−κ[P_X, X] + κ[X, P_X]) = (1/2κ)(iκ + iκ) = i,

so R is the momentum conjugate to Q. In QR + RQ the products of X with P_X cancel, which leaves (P_X² − κ²X²)/κ. Therefore

h = ½κ(QR + RQ).

The equation of motion dQ/dt = i[h, Q], with [R, Q] = −i, gives dQ/dt = κQ. In the same way dR/dt = −κR. Hence

Q(t) = Q exp(κt),  R(t) = R exp(−κt).

The signs of Q and R do not change with time. Since X = (Q − R)/√(2κ), the late position is governed by Q, and Q > 0 means that the electron ends on the right. The early position is governed by −R, and R > 0 means that it came from the left. The transmission probability is thus the probability of Q > 0 in a state that contains positive R alone.

In the R representation, Q acts as i d/dR, which satisfies [Q, R] = i. The energy equation is

iκ(R dχ/dR + ½χ) = εχ.

Dividing by iκ gives R dχ/dR = (−½ − ia)χ. The solution for a wave from the left is

χ(R) = R^(−½−ia) for R > 0,  χ(R) = 0 for R < 0.

In the Q representation, R acts as −i d/dQ. The same argument gives solutions |Q|^(−½+ia) on each half line separately. Both families have the same normalization. With the logarithm of R or |Q| as variable, each overlap becomes

∫ exp[±i(a − a′)v] dv = 2πδ(a − a′).

So if the transform of χ is t|Q|^(−½+ia) for Q > 0 and r|Q|^(−½+ia) for Q < 0, then a normalized packet built from many energies ends on the right with the average of |t|² over its energy distribution. The transmission at one energy is |t|².

The transform from R to Q is

ψ(Q) = (1/√(2π)) ∫₀^∞ R^(σ−1) exp(iQR) dR,  σ = ½ − ia.

A small damping factor exp(−δR) makes the integral converge. With z = δ − iQ it is the gamma integral

∫₀^∞ R^(σ−1) exp(−zR) dR = Γ(σ) z^(−σ).

As δ → 0 from above, z approaches |Q| exp(−iπ/2) for Q > 0 and |Q| exp(+iπ/2) for Q < 0. Thus z^(−σ) tends to |Q|^(−σ) exp(±iπσ/2), with the upper sign for Q > 0. The exponent is

iπσ/2 = iπ/4 + πa/2.

Its imaginary part is a phase and its real part changes the magnitude. Squaring magnitudes gives

|t|² = |Γ(½ − ia)|² exp(πa)/(2π),
|r|² = |Γ(½ − ia)|² exp(−πa)/(2π).

The reflection formula Γ(w)Γ(1 − w) = π/sin πw, with w = ½ + ia, gives

|Γ(½ − ia)|² = π/sin(π/2 + iπa) = π/cosh πa.

Consequently

|t|² = exp(πa)/(2 cosh πa) = 1/(1 + exp(−2πa)),

and |t|² + |r|² = 1, as conservation of probability demands.  ∎

At ε = 0 half of the wave is transmitted. For negative ε the electron tunnels, and for positive ε some reflection remains although a classical electron would pass. Both effects die out exponentially over an energy of order κ. A slow passage, with small κ, gives a nearly classical switch from reflection to transmission.

**Proof of part (b): the conductance**

In a lead channel with energy E(k), the states per unit length and spin in an interval dk number dk/2π, and they move at speed dE/dk. They arrive at the rate dE/2π. A small difference δμ between the reservoirs therefore sends electrons into each channel at the rate δμ/π when both spins are counted. In atomic units a voltage has the same numerical value as the energy it gives an electron. The conductance per fully transmitted channel is then 1/π, which is 2e²/h written with e = 1 and h = 2π.

The lead channels need not coincide with the levels n of the saddle. If the joining is free of reflection, the incoming lead waves are related to the incoming saddle levels by a unitary change of basis, and the total transmitted probability is unchanged by it. Levels far above E are hardly transmitted, so it does not matter whether they are fed. The sum over n with (17) gives

G = (2e²/h) Σ_n T_n,

which is part (b). The energy E enters through E − V0, so sweeping V0 with the curvatures held fixed shows the same steps as sweeping E. If a gate also changes ωx or ωy, the widths change for that reason too, and the effect of the field has to be judged at equal curvatures.

**Proof of part (c): the field sharpens the steps**

Regard ω₊² and κ² as functions of ωc² at fixed ωx and ωy, and denote their derivatives by D₊ and D₋. Differentiating the square of the first relation in (16), and then the second relation, gives

D₊κ² + ω₊²D₋ = 0,
D₊ − D₋ = 1.

From the first, D₋ = −D₊κ²/ω₊². Substituting this in the second gives D₊(1 + κ²/ω₊²) = 1, so

D₊ = ω₊²/(ω₊² + κ²) > 0,
D₋ = −κ²/(ω₊² + κ²) < 0.  (18)

These signs hold for all positive ωx and ωy. The spacing rises and κ falls whenever |B| is raised.

The width follows from (17). A transmission T is reached at

ε = (κ/2π) ln[T/(1 − T)].

The logarithm is ln 9 at T = 0.9 and −ln 9 at T = 0.1. The energy between these points is

w = κ ln 9/π ≈ 0.70κ.  (19)

The relative sharpness is measured by

ρ = ω₊/κ = ω₊²/(ω₊κ) = ω₊²/(ωxωy),  (20)

which rises with the field. This completes the proof.  ∎

The cause is visible in (16): the product of the two rates is fixed by the saddle, while the field raises the oscillation frequency. The rate of escape must fall in the same proportion.

**Remark 5 (weak and strong fields).** At small field, (18) with ω₊ = ωy and κ = ωx gives, to first order in ωc²,

κ² ≈ ωx² − ωc²ωx²/(ωx² + ωy²).

The narrowing begins quadratically in B, as the symmetry under reversal of B requires. At strong field κ falls as 1/|B|, and ρ grows as ωc²/(ωxωy). A constriction whose steps are merged at zero field, because ωx is much larger than ωy, therefore develops separate steps once the field is strong enough, as long as the assumptions still hold.

**Remark 6 (flatness of the plateaus).** Midway between the first two steps E − V0 = ω₊. The slope of one step is

dT/dE = (2π/κ)T(1 − T).

For n = 0 and n = 1 the exponent 2πa is πρ and −πρ, and both levels have the same product

T(1 − T) = exp(−πρ)/(1 + exp(−πρ))².

Higher levels contribute terms of order exp(−3πρ) or smaller. When πρ is large, the slope multiplied by the spacing ω₊ is

S ≈ 4πρ exp(−πρ),  (21)

in units of 2e²/h. The function on the right decreases for πρ > 1. The width of a step falls in proportion to κ, but the residual slope of the plateau falls exponentially in ρ.

**Remark 7 (temperature).** At temperature T_e the transmission is averaged over energy with the negative derivative of the Fermi function. The slope of a smeared step is then the convolution of two even bell-shaped curves of unit area, and the mean squares of their widths add. Both have the logistic form exp(−v)/(1 + exp(−v))² in a suitable variable v. Expanding in powers of exp(−v) gives its mean square:

2 Σ_k (−1)^(k−1) k ∫₀^∞ v² exp(−kv) dv = 4 Σ_k (−1)^(k−1)/k² = π²/3,

where k runs over the positive integers and the last sum is π²/12. The energy scale of v is κ/2π for transmission and k_BT_e for the Fermi function. The squared rms width of a step is therefore

κ²/12 + π²(k_BT_e)²/3.  (22)

The field reduces the first term and leaves the second. Once κ is well below 2πk_BT_e, further narrowing is hidden by temperature, although the spacing still grows.

**Remark 8 (where the result fails).** Zeeman splitting shifts the two spin directions in opposite senses and divides each step into two of half the height. Each keeps the width (19), but an unresolved pair looks like one broader step. Bends of the potential beyond the quadratic form can mix the levels and shift the thresholds. Reflection where the constriction meets the leads adds structure absent from (5). Interactions and disorder lie outside the model altogether.

**Worked example**

Take round model parameters: m = 0.07 electron masses, ωx = 0.002 eV, ωy = 0.003 eV and k_BT_e = 0.0001 eV. The saddle length 1/√(mωx) is 233 Å. At zero field it sets the scale along x: the potential must be close to quadratic over about two such lengths. For a barrier V0/cosh²(x/L) of the same curvature, the step is 14 per cent narrower than (19) when L is one saddle length and 1 per cent narrower when L is two. Across the constriction the scale is the extent √((2n + 1)/(mωy)) of level n, which is 190, 330 and 426 Å for n = 0, 1 and 2.

For ωc = 0.008 eV, which corresponds to 4.84 T, the squares in units of 10⁻⁶ eV² are

Ω² = 64 + 9 − 4 = 69,
√(69² + 4·4·9) = √4905 = 70.04,
ω₊² = (70.04 + 69)/2 = 69.52,
κ² = (70.04 − 69)/2 = 0.52.

The roots are ω₊ = 0.00834 eV and κ = 0.00072 eV. At four fields the results are as follows.

| ωc (eV) | ω₊ (eV) | κ (eV) | ρ | w (eV) |
|---|---|---|---|---|
| 0 | 0.00300 | 0.00200 | 1.50 | 0.00140 |
| 0.002 | 0.00346 | 0.00173 | 2.00 | 0.00121 |
| 0.004 | 0.00475 | 0.00126 | 3.77 | 0.00088 |
| 0.008 | 0.00834 | 0.00072 | 11.59 | 0.00050 |

The strongest field reduces the step width to 0.36 of its zero-field value, while the spacing grows by the factor 0.00834/0.00300 = 2.8. The plateau slope S falls from 0.166 to about 2·10⁻¹⁴. The last number belongs to the ideal quadratic saddle at zero temperature and is not a prediction for a device. At zero field, (21) gives 0.169, about 2 per cent above the full sum.

At the given temperature the thermal term alone has the rms width π·0.0001/√3 = 0.00018 eV. The total rms width falls from 0.00061 to 0.00028 eV, a factor of 0.46 instead of 0.36. Temperature already takes back part of the sharpening.

The table leaves out Zeeman splitting, and whether that is justified depends on the material. At 4.84 T the splitting is 0.00012 eV for a g-factor of magnitude 0.44, well below the step width of 0.00050 eV. For a g-factor of magnitude 2 it is 0.00056 eV, and the two spin directions must be treated separately. The splitting need not reach the step width to matter. At zero temperature the slope of the pair develops a dip once the splitting exceeds 0.42κ, here 0.00030 eV or a g-factor of magnitude 1.1; at the given temperature the dip appears at 0.00046 eV. The value 0.44 is a bare band value. At this field the Coulomb energy at the magnetic length of 117 Å is about 0.010 eV for a dielectric constant of 12.9, more than ωc. Exchange, which the model omits, can therefore enlarge the splitting in a real constriction.

The outgoing path (15) has slope 0.60 at the strongest field. The drift limit ωx/ωy is 0.67, so the direction of this path, which has the oscillator at rest, is within 3 degrees of the equipotential through the saddle point.

The separation and the transmission law were also tested together. The two-dimensional wave equation was solved on a grid with absorbing ends, without use of X and Y, at two energies for each field. At ωc = 0.002 eV and E − V0 = 0.005543 eV the grid gives a total transmission of 1.7784 and the formula 1.7785. The largest difference over all eight cases is 0.0024, in units of one fully open channel. It occurs at the strongest field and the higher energy and comes from the finite grid spacing along x: halving the spacing reduces it to about 0.0007. All eight energies lie 0.2κ below the first threshold or 0.2κ above the second. The remaining values are in the numerical output.

Table of computed values

```
effective mass = 0.07 electron masses
hbar*wx = 0.0020 eV
hbar*wy = 0.0030 eV
k_B T = 0.0001 eV
saddle length sqrt(hbar/(m wx)) = 233.3 angstrom
-- hbar*wc = 0.0000 eV, B = 0.000 T
   level spacing hbar*w_plus = 0.003000 eV
   hbar*kappa = 0.002000 eV
   ratio w_plus/kappa = 1.500
   10-90% step width = 0.001399 eV
   plateau slope per spacing = 1.663e-01 (2e^2/h)
   rms step width with k_B T = 0.000605 eV
   outgoing path y/x = 0.0000
   E-V0 = 0.001100 eV: grid 0.2215, formula 0.2216
   E-V0 = 0.004900 eV: grid 1.7787, formula 1.7787
-- hbar*wc = 0.0020 eV, B = 1.209 T
   level spacing hbar*w_plus = 0.003464 eV
   hbar*kappa = 0.001732 eV
   ratio w_plus/kappa = 2.000
   10-90% step width = 0.001211 eV
   plateau slope per spacing = 4.676e-02 (2e^2/h)
   rms step width with k_B T = 0.000532 eV
   outgoing path y/x = 0.2887
   E-V0 = 0.001386 eV: grid 0.2215, formula 0.2216
   E-V0 = 0.005543 eV: grid 1.7784, formula 1.7785
-- hbar*wc = 0.0040 eV, B = 2.419 T
   level spacing hbar*w_plus = 0.004753 eV
   hbar*kappa = 0.001262 eV
   ratio w_plus/kappa = 3.766
   10-90% step width = 0.000883 eV
   plateau slope per spacing = 3.447e-04 (2e^2/h)
   rms step width with k_B T = 0.000407 eV
   outgoing path y/x = 0.4766
   E-V0 = 0.002124 eV: grid 0.2216, formula 0.2216
   E-V0 = 0.007382 eV: grid 1.7787, formula 1.7784
-- hbar*wc = 0.0080 eV, B = 4.837 T
   level spacing hbar*w_plus = 0.008338 eV
   hbar*kappa = 0.000720 eV
   ratio w_plus/kappa = 11.586
   10-90% step width = 0.000503 eV
   plateau slope per spacing = 2.265e-14 (2e^2/h)
   rms step width with k_B T = 0.000276 eV
   outgoing path y/x = 0.6049
   E-V0 = 0.004025 eV: grid 0.2220, formula 0.2216
   E-V0 = 0.012651 eV: grid 1.7809, formula 1.7784
largest grid-formula difference = 2.4e-03
leading law for plateau slope at B=0 = 0.1693 (2e^2/h)
width ratio, strongest field to zero = 0.3598
```
